# Why hot classical PBE water is not quantum water

Take one O-H bond of a water molecule, described by the PBE functional, hold the other bond and the angle fixed, and let the bond vibrate classically at 400 K. The bond length fluctuates with a standard deviation of 2.66 pm. Replace the hydrogen by deuterium, and the result is again 2.66 pm. Quantum nuclei on the same energy curve at 300 K give 6.97 pm for hydrogen and 5.92 pm for deuterium. The hot classical bond is too narrow by more than a factor of two, and it does not notice the mass of its own nucleus.

## The belief and its appeal

Simulations of water, alone or against a solid surface, often combine PBE forces with classical nuclei. Near room temperature such a liquid is more structured and more sluggish than real water. Running it near 400 K softens it. The belief is that the extra 100 K stands in for nuclear quantum effects, so that the heated simulation contains them in an average way.

The idea has some sense in it. Zero-point motion spreads a nucleus out, and so does heat. For a harmonic mode one can even find a classical temperature that gives the quantum energy and the quantum spread. The question is whether 400 K is that temperature, and whether one temperature can serve every mode.

## Thermal energy and zero-point energy

Consider a harmonic mode of mass $m$, angular frequency $\omega$ and displacement $x$, in equilibrium at temperature $T$. Formulas are in atomic units, so $\hbar=1$ and $\omega$ is also an energy. Let $\beta=1/kT$, and measure energies from the potential minimum:

$$H=\frac{p^2}{2m}+\frac12 m\omega^2x^2 .$$

For a classical nucleus the phase-space integral is a product of two Gaussian integrals,

$$Z_{\rm cl}\propto\int dp\,e^{-\beta p^2/2m}\int dx\,e^{-\beta m\omega^2x^2/2}
=\sqrt{\frac{2\pi m}{\beta}}\sqrt{\frac{2\pi}{\beta m\omega^2}}=\frac{2\pi}{\beta\omega}.$$

The mean energy is $-\partial\ln Z/\partial\beta$, and hence

$$E_{\rm cl}=\frac1\beta=kT .$$

The frequency has dropped out: a stiff bond and a soft one receive the same energy.

For a quantum nucleus the levels are $\omega(n+\tfrac12)$. The sum over them is a geometric series,

$$Z_{\rm q}=\sum_{n=0}^{\infty}e^{-\beta\omega(n+1/2)}=\frac{e^{-\beta\omega/2}}{1-e^{-\beta\omega}} .$$

Its logarithm is $-\beta\omega/2-\ln(1-e^{-\beta\omega})$. Differentiating and changing the sign gives

$$E_{\rm q}=\frac{\omega}{2}+\frac{\omega e^{-\beta\omega}}{1-e^{-\beta\omega}}
=\frac{\omega}{2}+\frac{\omega}{e^{\beta\omega}-1}.$$

The first term is the zero-point energy. The second is the thermal excitation above the ground state. Over a common denominator they become

$$E_{\rm q}=\frac{\omega}{2}\,\frac{e^{\beta\omega}+1}{e^{\beta\omega}-1}
=\frac{\omega}{2}\coth\frac{\omega}{2kT}.$$

"Thermal energy" therefore has two meanings: $kT$ for a classical mode, and the second term of $E_{\rm q}$ for a quantum one.

## The O-H bond at 400 K

The example is an isolated water molecule at the PBE/6-311G** level. One bond is stretched while the other is held at 97.0 pm and the angle at 104.5 degrees. The reduced mass of the pair O-H is $\mu=0.9481$ u. The curve has its minimum at 96.91 pm, with a force constant $f=0.511$ hartree/bohr$^2$. From $\omega=\sqrt{f/\mu}$ the harmonic wavenumber is 3774 cm$^{-1}$, which corresponds to $\omega=467.9$ meV.

Half of this is 233.9 meV. Solving for the levels of the full, anharmonic curve lowers the zero-point energy slightly, to 231.8 meV. At 400 K, $kT$ is 34.47 meV, so that

$$\frac{E_{\rm zero\,point}}{kT}=\frac{231.8}{34.47}=6.72 .$$

The quantum thermal excitation at 400 K is only $1.0\times10^{-3}$ meV. The first excited level lies 3609 cm$^{-1}$ above the ground level, about 13 times $kT$, and is almost empty.

Now follow the recipe. On the same curve the classical mean energy rises from 25.92 meV at 300 K to 34.58 meV at 400 K. The quantum energy at 300 K is 231.8 meV. Heating therefore supplies the fraction

$$\frac{34.58-25.92}{231.8-25.92}=\frac{8.66}{205.9}=4.2\,\%$$

of what was missing. The small amount that it does supply is also of the wrong kind. A classical stretch has a heat capacity of about $k$, whereas that of the quantum stretch is almost zero in this range. Its large energy is there before any heating.

## How hot would be hot enough?

Energy alone does not describe structure, so the spread of positions is needed too. In a stationary state the expectation value of any commutator with $H$ vanishes. Apply this to $xp$, using $[x,H]=ip/m$ and $[p,H]=-im\omega^2x$:

$$0=\langle[xp,H]\rangle=\langle x[p,H]\rangle+\langle[x,H]p\rangle
=-im\omega^2\langle x^2\rangle+\frac{i}{m}\langle p^2\rangle .$$

Thus $\langle p^2\rangle/2m=\tfrac12m\omega^2\langle x^2\rangle$: kinetic and potential energy are equal, and each is half the total. This holds level by level, and therefore also in the thermal average. Hence

$$\langle x^2\rangle_{\rm q}=\frac{E_{\rm q}}{m\omega^2},\qquad
\langle x^2\rangle_{\rm cl}=\frac{kT}{m\omega^2}.$$

The classical result is the variance of the Gaussian weight used above. A classical mode has both the energy and the variance of the quantum mode if its temperature is

$$T_{\rm eff}(\omega,T)=\frac{E_{\rm q}}{k}=\frac{\omega}{2k}\coth\frac{\omega}{2kT}.$$

With $y=\omega/2kT$ this reads $T_{\rm eff}=T\,y\coth y$. Two limits show its content.

For a soft mode, $y\ll1$ and $\coth y\approx1/y+y/3$, so

$$T_{\rm eff}\approx T\left(1+\frac{y^2}{3}\right)=T+\frac{\omega^2}{12k^2T}.$$

The correction is small and grows as the square of the frequency. For a stiff mode, $y\gg1$ and $\coth y\to1$, so

$$T_{\rm eff}\approx\frac{\omega}{2k},$$

which no longer depends on the actual temperature.

The table applies the full formula at $T=300$ K to four round wavenumbers, roughly typical of hindered translation, hindered rotation, bending and stretching in liquid water. The last column is the share of the missing energy that heating to 400 K supplies, $(400-300)/(T_{\rm eff}-300)$.

| Mode (cm$^{-1}$) | $T_{\rm eff}$ (K) | Share supplied |
|---:|---:|---:|
| 200 | 323 | over 400 % |
| 600 | 483 | 55 % |
| 1650 | 1188 | 11 % |
| 3500 | 2518 | 4.5 % |

The softest mode is overheated, and the other three are underheated. Since

$$\frac{d}{dy}(y\coth y)=\frac{\sinh y\cosh y-y}{\sinh^2y}=\frac{\sinh2y-2y}{2\sinh^2y}>0\qquad(y>0),$$

$T_{\rm eff}$ rises steadily with frequency. The condition $T_{\rm eff}=400$ K therefore has a single solution, at 431 cm$^{-1}$. This lies in the region of hindered rotations, which matter for the arrangement of hydrogen bonds. The match may be one reason why the recipe looks convincing, but that is a conjecture, since no liquid was simulated here.

For the PBE bond itself, the classical temperature that reproduces the quantum energy at 300 K is about 2630 K. The one that reproduces the quantum spread is about 2470 K. In a harmonic potential the two would coincide, at 2715 K for this frequency. Anharmonicity separates them, so even this one bond has no single temperature that gives both quantities. At either temperature the simulated liquid would be useless as a model of water at 300 K.

## What heating cannot contain

A second argument needs no frequencies. For flexible molecules with Cartesian coordinates $\mathbf R$, momenta $\mathbf p_i$ and masses $m_i$, the classical probability density is proportional to

$$\exp\left(-\beta\sum_i\frac{\mathbf p_i^2}{2m_i}\right)\exp\left[-\beta V(\mathbf R)\right].$$

Integrating over the momenta gives a constant factor, which cancels when the density is normalized. What remains is

$$\rho_{\rm cl}(\mathbf R)\propto e^{-V(\mathbf R)/kT},$$

and it contains no mass. At any temperature, classical H$_2$O and D$_2$O with the same potential and the same volume have the same equilibrium structure. Their rates of motion may differ. In the harmonic ground state, by contrast, $\langle x^2\rangle=1/(2\mu\omega)=1/(2\sqrt{f\mu})$, so the spread varies as $\mu^{-1/4}$. With 1.7888 u for O-D, the expected ratio of spreads is $(1.7888/0.9481)^{1/4}=1.17$. The anharmonic curve gives $6.97/5.92=1.18$.

The same density shows what heating does instead. Because

$$\frac{V}{k\,(400\ {\rm K})}=\frac{0.75\,V}{k\,(300\ {\rm K})},$$

a classical system at 400 K has, at fixed volume, the structure of a system at 300 K whose interactions have all been weakened by a quarter. Thermostatted molecular dynamics on the bond curve bears this out: hydrogen at 400 K, deuterium at 400 K, and hydrogen at 300 K on the curve multiplied by 0.75 all give a spread of 2.66 pm.

This explains how heating can help a liquid that PBE makes too structured. It weakens the interactions, and so can offset an error of the functional. The weakening is indiscriminate, however. In a cell with a solid surface it also applies to adsorption energies and to the forces within the solid, whether or not those were too strong.

## The mean bond length

A real bond is easier to stretch than to compress. To leading order, let $x$ be the displacement from the minimum and write

$$V(x)=\frac12fx^2-cx^3,\qquad c>0 .$$

The mean force vanishes in both descriptions. Classically, $\int V'e^{-\beta V}dx=-kT\,[e^{-\beta V}]=0$, provided that the weight is negligible at the ends of the range. In a stationary quantum state, $\langle V'\rangle=i\langle[p,H]\rangle=0$. Inserting $V'=fx-3cx^2$ gives

$$\langle x\rangle=\frac{3c}{f}\langle x^2\rangle .$$

To this order the bond lengthens in proportion to its variance, with the same factor for classical and quantum nuclei. The full curve gives an elongation of 1.67 pm for the quantum bond at 300 K and 0.24 pm for the classical bond at 400 K, a ratio of about 7. The ratio of variances is $(6.97/2.66)^2=6.9$, in agreement. These are averages along a line. A bond that can also turn in space has a volume element proportional to $r^2$, where $r$ is the bond length, and this favours longer bonds. For a classical bond it adds about $2kT/(fr)$, or 0.14 pm at 400 K. For a quantum O-H pair that rotates freely at 300 K, the centrifugal energy $J(J+1)/(2\mu r^2)$, with $J$ the rotational quantum number, adds about 0.11 pm. The elongations then become about 1.8 and 0.4 pm, and their ratio, taken before rounding, falls to about 4.5. This estimate treats O-H as a free pair and leaves out the zero-point motion of the bend. In either case heating misses most of the quantum lengthening of the bond as well as most of its spread.

## A treatment that keeps the temperature

Quantum statistics can be brought in at the true temperature. The Boltzmann operator is a product of $P$ equal factors,

$$e^{-\beta H}=\left(e^{-\tau H}\right)^P,\qquad \tau=\frac{\beta}{P}.$$

For small $\tau$ each factor may be split as $e^{-\tau V/2}e^{-\tau p^2/2\mu}e^{-\tau V/2}$. The error comes from the fact that $p$ and $x$ do not commute, and it vanishes as $P$ grows. Inserting momentum states in the middle factor gives

$$\langle x|e^{-\tau p^2/2\mu}|x'\rangle=\int\frac{dp}{2\pi}\,e^{ip(x-x')-\tau p^2/2\mu}
=\sqrt{\frac{\mu}{2\pi\tau}}\;e^{-\mu(x-x')^2/2\tau}.$$

The probability density of the position $x$ is proportional to the diagonal element $\langle x|e^{-\beta H}|x\rangle$. Inserting a complete set of position states between neighbouring factors turns it into an integral over $P-1$ further positions, with one such Gaussian for each pair of neighbours. The last position is linked back to the first, because both ends of the diagonal element are the same $x$. The nucleus is thus represented by $P$ copies joined in a ring by springs, and the stiffness of the springs contains the mass. For $P=1$ we have $x=x'$, the spring term is absent, and the density is the classical $e^{-\beta V}$.

At 300 K, where $kT=25.85$ meV, the spread of the O-H bond grows as follows:

- $P=1$: 2.30 pm
- $P=4$: 4.46 pm
- $P=16$: 6.54 pm
- $P=64$: 6.94 pm

The value from the quantum levels is 6.97 pm. The number of copies needed follows from $\tau\omega=\beta\omega/P$, which should be well below one. Here $\beta\omega=467.9/25.85=18.1$, so $\tau\omega$ is 1.1 for $P=16$ and 0.28 for $P=64$. The spread is then about 6 % and 0.5 % below the quantum value, respectively.

## From the single bond to the liquid

The example is an isolated molecule. In the liquid, hydrogen bonds lower the stretching frequency to very roughly 3400 cm$^{-1}$, with a broad distribution. Of the neglected effects on the frequency that were estimated, this is the largest. At a deliberately low 3000 cm$^{-1}$ the harmonic zero-point energy is 186.0 meV, still 5.40 times $kT$ at 400 K. Coupling between the two bonds, with their coupling to the bend left out, splits the stretch into 3719 and 3829 cm$^{-1}$, a shift of about 1.5 % either way from the single-bond value. Anharmonicity lowers the zero-point energy by 0.9 % relative to $\omega/2$. The finite basis matters in the digits shown: with aug-cc-pVTZ in place of 6-311G** the minimum moves out by 0.10 pm, the harmonic wavenumber falls by about 20 cm$^{-1}$ and the zero-point energy by about 1 meV, while the spreads grow by 0.01 to 0.02 pm. Freeing the other bond and the angle widens the classical spread by about 0.6 % in the harmonic approximation. The error of PBE itself was not estimated here. The digits quoted therefore describe this particular curve, not the basis-set limit of PBE or a measured bond. To bring the ratio down to one at 400 K, the wavenumber would have to fall to about 560 cm$^{-1}$, which is no longer an O-H stretch in liquid water.

The recipe can therefore be defended on narrower ground. If the aim is a less structured liquid around a surface, and a chosen property has been checked against a reliable reference, a raised temperature is an empirical correction for that property. It gives no grounds for trusting quantities that depend on the proton's zero-point motion, such as bond-length distributions, differences between H and D, or the vibrational energy released when an O-H bond breaks. These call for quantum nuclei at the temperature of interest. The numerical output lists the values computed for the bond curve, without the rotational corrections to the bond length.

## Table of computed values

```
Fixed O-H bond: 97.0 pm
Fixed H-O-H angle: 104.5 degrees
Reduced mass O-H: 0.9481 u
Reduced mass O-D: 1.7888 u
PBE bond length at minimum: 96.91 pm
PBE force constant: 0.5110 hartree/bohr^2
Curve error at held-out point: 0.0166 meV
Harmonic O-H wavenumber: 3774 cm^-1
Harmonic quantum hbar w: 467.9 meV
Half of hbar w: 233.9 meV
Anharmonic zero-point energy, H: 231.8 meV
Anharmonic zero-point energy, D: 169.2 meV
Anharmonic 0-1 transition: 3609 cm^-1
kT at 300 K: 25.85 meV
kT at 400 K: 34.47 meV
Classical PBE-bond energy, 300 K: 25.92 meV
Classical PBE-bond energy, 400 K: 34.58 meV
Quantum thermal excitation, 400 K: 1.03e-03 meV
Zero-point energy / kT at 400 K: 6.72
Missing energy supplied by heating: 4.2 %
Classical T matching quantum energy: 2628 K
Classical T matching quantum spread: 2471 K
Harmonic T_eff of this stretch, 300 K: 2715 K
T_eff at 300 K for 200 cm^-1: 323 K
T_eff at 300 K for 600 cm^-1: 483 K
T_eff at 300 K for 1650 cm^-1: 1188 K
T_eff at 300 K for 3500 cm^-1: 2518 K
Frequency matched by 400 K: 431 cm^-1
Quantum spread H, 300 K: 6.97 pm
Quantum spread D, 300 K: 5.92 pm
Classical spread, 300 K: 2.30 pm
Classical spread, 400 K: 2.66 pm
Dynamics spread H, 400 K: 2.66 pm
Dynamics spread D, 400 K: 2.66 pm
Dynamics spread H, 0.75 V, 300 K: 2.66 pm
Quantum mean bond elongation, 300 K: 1.67 pm
Classical mean elongation, 400 K: 0.24 pm
Path-integral spread, P = 1, 300 K: 2.30 pm
Path-integral spread, P = 4, 300 K: 4.46 pm
Path-integral spread, P = 16, 300 K: 6.54 pm
Path-integral spread, P = 64, 300 K: 6.94 pm
Coupled stretch, lower: 3719 cm^-1
Coupled stretch, upper: 3829 cm^-1
Zero-point energy at 3000 cm^-1: 186.0 meV
Its ratio to kT at 400 K: 5.40
```
